# Hamaker Energies of Plates and Spheres, and the Derjaguin Limit: a program that tests the result

```python
# Result under test: summing -C/r^6 over all atom pairs of two uniform bodies
# gives the Hamaker energies of half-spaces, sphere-plane and sphere-sphere,
# and their small-gap limit is the Derjaguin approximation.
# C: pair coefficient (eV nm^6); n: atoms per nm^3 in both bodies;
# A = pi^2 C n^2: Hamaker constant (eV); D: smallest surface gap (nm);
# R, R1, R2: radii (nm); Re = R1 R2/(R1+R2); force = -dU/dD (eV/nm).
# Model: pairwise additive, nonretarded, vacuum gap, continuous matter.
import numpy as np
from scipy.integrate import quad
from scipy.constants import e as charge

pi = np.pi
C, n = 5.0e-5, 50.0
A = pi**2 * C * n**2
R1, R2, D0 = 10.0, 20.0, 1.0
Re = R1 * R2 / (R1 + R2)


def close(a, b, tol):
    return abs(a - b) <= tol * abs(b)


# ---------- closed forms ----------
def plates(D):
    return -A / (12 * pi * D**2)


def sphere_plane(D, R):
    return -A / 6 * (R / D + R / (D + 2*R) + np.log(D / (D + 2*R)))


def sphere_plane_force(D, R):
    return -2 * A * R**3 / (3 * D**2 * (D + 2*R)**2)


def two_spheres(D, a, b):
    s_plus = D * (D + 2*a + 2*b)
    s_minus = (D + 2*a) * (D + 2*b)
    return -A / 6 * (2*a*b/s_plus + 2*a*b/s_minus + np.log(s_plus/s_minus))


def two_spheres_force(D, a, b):
    s_plus = D * (D + 2*a + 2*b)
    s_minus = (D + 2*a) * (D + 2*b)
    return -32 * A * (a + b + D) * (a*b)**3 / (3 * s_plus**2 * s_minus**2)


# ---------- direct volume integration of the pair law ----------
def gauss(count, low, high):
    x, w = np.polynomial.legendre.leggauss(count)
    return (low + high)/2 + (high - low)/2 * x, (high - low)/2 * w


def atom_wall_direct(h):
    """Energy of an atom at each height h, integrated over the half-space."""
    u, wu = gauss(20, 0, 1)
    t, wt = gauss(40, 0, 1)
    h = np.atleast_1d(h)[:, None, None]
    u, wu = u[None, :, None], wu[None, :, None]
    t, wt = t[None, None, :], wt[None, None, :]
    vertical = h + h * u / (1 - u)
    lateral = vertical * t / (1 - t)
    volume = 2*pi*lateral * vertical/(1 - t)**2 * wt * h/(1 - u)**2 * wu
    return -C * n * np.sum(volume / (vertical**2 + lateral**2)**3, axis=(1, 2))


def ball_points(R):
    """Radius, cosine and weight r^2 dr dcos on a product grid."""
    r, wr = gauss(20, 0, R)
    c, wc = gauss(40, -1, 1)
    r_grid, c_grid = np.meshgrid(r, c, indexing="ij")
    weight = np.outer(wr * r**2, wc)
    return r_grid.ravel(), c_grid.ravel(), weight.ravel()


def sphere_plane_direct(D, R):
    r, c, w = ball_points(R)
    return n * 2*pi * np.sum(w * atom_wall_direct(D + R + r*c))


def two_spheres_direct(D, a, b):
    ra, ca, wa = ball_points(a)
    rb, cb, wb = ball_points(b)
    za, zb = ra*ca, a + b + D + rb*cb
    sa, sb = ra*np.sqrt(1 - ca**2), rb*np.sqrt(1 - cb**2)
    base = (za[:, None] - zb[None, :])**2 + sa[:, None]**2 + sb[None, :]**2
    cross = 2 * np.outer(sa, sb)
    total, count = 0.0, 24
    for k in range(count):
        d2 = base - cross * np.cos(2*pi*k/count)
        total += wa @ (1 / (d2*d2*d2)) @ wb
    return -C * n**2 * 2*pi * (2*pi/count) * total


def atom_sphere(rho, R):
    return -4*pi*n*C*R**3 / (3 * (rho**2 - R**2)**3)


# Atom facing a half-space and atom outside a sphere
assert close(atom_wall_direct(D0)[0], -pi*n*C/(6*D0**3), 1e-9)
r, c, w = ball_points(R1)
rho_test = 20.0
atom_ball = -C*n*2*pi*np.sum(w / (rho_test**2 + r**2 - 2*rho_test*r*c)**3)
assert close(atom_ball, atom_sphere(rho_test, R1), 1e-8)

# Two half-spaces: all heights h = D/(1-u)
u, wu = gauss(20, 0, 1)
plates_direct = n*np.sum(wu * D0/(1 - u)**2 * atom_wall_direct(D0/(1 - u)))
assert close(plates_direct, plates(D0), 1e-9)

# Curved bodies at gaps where the full volume integration converges
D_sp, D_ss = 5.0, 10.0
sp_direct = sphere_plane_direct(D_sp, R1)
ss_direct = two_spheres_direct(D_ss, R1, R2)
assert close(sp_direct, sphere_plane(D_sp, R1), 1e-7)
assert close(ss_direct, two_spheres(D_ss, R1, R2), 1e-7)
# A very large second sphere acts as a plane
assert close(two_spheres(D_sp, R1, 1e7), sp_direct, 1e-5)


# ---------- one-dimensional quadrature, usable at small gaps ----------
def log_quad(f, low, high):
    return quad(lambda v: f(np.exp(v))*np.exp(v), np.log(low), np.log(high),
                epsabs=0, epsrel=1e-11, limit=200)[0]


def sphere_plane_slices(D, R):
    def slice_energy(g):
        return -pi*n*C/(6*g**3) * n*pi*(g - D)*(D + 2*R - g)
    return log_quad(slice_energy, D, D + 2*R)


def two_spheres_shells(D, a, b):
    def shell_energy(g):
        area = pi*(a + g)/(a + b + D) * (g - D)*(D + 2*b - g)
        return -4*pi*n*C*a**3/(3*(g*(g + 2*a))**3) * n*area
    return log_quad(shell_energy, D, D + 2*b)


def slope_force(energy, D):
    step = 1e-3 * D
    return -(energy(D + step) - energy(D - step)) / (2*step)


def sp_quad(D):
    return sphere_plane_slices(D, R1)


def ss_quad(D):
    return two_spheres_shells(D, R1, R2)


assert close(ss_quad(D_ss), ss_direct, 1e-7)
for D in (0.01, D0, 5.0):
    assert close(sp_quad(D), sphere_plane(D, R1), 1e-8)
    assert close(ss_quad(D), two_spheres(D, R1, R2), 1e-8)
    # tolerance covers the error of the central difference
    assert close(slope_force(sp_quad, D), sphere_plane_force(D, R1), 1e-5)
    assert close(slope_force(ss_quad, D), two_spheres_force(D, R1, R2), 1e-5)

# Integration by parts and antiderivative used for two spheres
r_c = R1 + R2 + D_ss
lo, hi = r_c - R2, r_c + R2
before = quad(lambda x: x*(R2**2 - (r_c - x)**2)/(x*x - R1**2)**3, lo, hi,
              epsabs=0, epsrel=1e-10)[0]
after = quad(lambda x: 0.5*(r_c - x)/(x*x - R1**2)**2, lo, hi,
             epsabs=0, epsrel=1e-10)[0]
assert close(before, after, 1e-8)


def primitive(x):
    return (-x/(2*R1**2*(x*x - R1**2))
            - np.log((x - R1)/(x + R1))/(4*R1**3))


plain = quad(lambda x: 1/(x*x - R1**2)**2, lo, hi, epsabs=0, epsrel=1e-10)[0]
assert close(primitive(hi) - primitive(lo), plain, 1e-8)


# ---------- Derjaguin approximation ----------
def derjaguin_energy(D, radius):
    return -A * radius / (6*D)


def derjaguin_force(D, radius):
    return 2*pi*radius*plates(D)


rings = quad(lambda x: 2*pi*x*plates(D0 + x*x/(2*Re)), 0, np.inf,
             epsabs=0, epsrel=1e-10)[0]
assert close(rings, derjaguin_energy(D0, Re), 1e-8)

# Leading corrections, checked against quadrature at small gap
small = 1e-3
for energy, radius, extra in ((sp_quad, R1, 0.0),
                              (ss_quad, Re, Re/(2*(R1 + R2)))):
    D = small * radius
    u_ratio = energy(D) / derjaguin_energy(D, radius)
    f_ratio = slope_force(energy, D) / derjaguin_force(D, radius)
    expected = 1 + small*(np.log(small/2) + 0.5 - extra)
    assert abs(u_ratio - expected) < 5e-6
    assert abs(f_ratio - (1 - small)) < 5e-6

# Far apart, the spheres attract as two points holding N1 and N2 atoms
r_far = 1000.0
N1, N2 = (n*4*pi*R**3/3 for R in (R1, R2))
far_ratio = ss_quad(r_far - R1 - R2) / (-C*N1*N2/r_far**6)
assert abs(far_ratio - 1 - 3*(R1**2 + R2**2)/r_far**2) < 1e-5

# Laterally averaged atomic layers; surface half a spacing outside a layer
spacing = n**(-1/3)
m = np.arange(1, 200001, dtype=float)


def layer_ratio(D):
    layers = -C*(n*spacing)**2*pi/2*np.sum(m/(D + m*spacing)**4)
    return layers / plates(D)


for D in (D0, 5.0):
    assert abs(layer_ratio(D) - 1 + spacing**2/(2*D**2)) < (spacing/D)**4

# ---------- worked example ----------
to_pN = charge / 1e-9 * 1e12
print(f"pair coefficient C = {C:.1e} eV nm^6")
print(f"number density n = {n:.1f} nm^-3")
print(f"Hamaker constant A = {A:.4f} eV = {A*charge:.4e} J")
print(f"radii R1, R2 = {R1:.1f}, {R2:.1f} nm")
print(f"effective radius Re = {Re:.4f} nm")
print(f"gap D = {D0:.1f} nm")
print(f"atom-wall energy at D = {-pi*n*C/(6*D0**3):.4e} eV")
print(f"half-spaces E(D) = {plates(D0):.5f} eV/nm^2")
print(f"  converted = {plates(D0)*charge*1e21:.3f} mJ/m^2")
for label, U, F, radius in (
        ("sphere-plane (R1)", sphere_plane(D0, R1),
         sphere_plane_force(D0, R1), R1),
        ("two spheres", two_spheres(D0, R1, R2),
         two_spheres_force(D0, R1, R2), Re)):
    UD, FD = derjaguin_energy(D0, radius), derjaguin_force(D0, radius)
    print(f"{label}: full energy = {U:.4f} eV = {U*charge:.3e} J")
    print(f"  Derjaguin energy = {UD:.4f} eV")
    print(f"  energy ratio full/Derjaguin = {U/UD:.4f}")
    print(f"  full force = {F:.4f} eV/nm = {F*to_pN:.1f} pN")
    print(f"  Derjaguin force = {FD:.4f} eV/nm")
    print(f"  force ratio full/Derjaguin = {F/FD:.4f}")
print("bracket terms, sphere-plane (no unit):")
print(f"  R/D = {R1/D0:.4f}, R/(D+2R) = {R1/(D0+2*R1):.4f}")
print(f"  log term = {np.log(D0/(D0+2*R1)):.4f}")
s_plus = D0*(D0 + 2*R1 + 2*R2)
s_minus = (D0 + 2*R1)*(D0 + 2*R2)
print(f"two spheres: s_plus = {s_plus:.1f}, s_minus = {s_minus:.1f} nm^2")
print(f"  2R1R2/s_plus = {2*R1*R2/s_plus:.4f}")
print(f"  2R1R2/s_minus = {2*R1*R2/s_minus:.4f}")
print(f"  log term = {np.log(s_plus/s_minus):.4f}")
print("volume integration against closed form:")
print(f"  sphere-plane, D = {D_sp:.1f} nm: {sp_direct:.7f} eV")
print(f"    closed form: {sphere_plane(D_sp, R1):.7f} eV")
print(f"  two spheres, D = {D_ss:.1f} nm: {ss_direct:.7f} eV")
print(f"    closed form: {two_spheres(D_ss, R1, R2):.7f} eV")
print("sphere-plane ratios full/Derjaguin: D/R, energy, force")
for x in (1.0, 0.1, 0.01, 0.001):
    D = x*R1
    u_ratio = sp_quad(D)/derjaguin_energy(D, R1)
    f_ratio = sphere_plane_force(D, R1)/derjaguin_force(D, R1)
    print(f"  {x:.3f}  {u_ratio:.5f}  {f_ratio:.5f}")
print(f"far ratio to point law at r = {r_far:.0f} nm: {far_ratio:.6f}")
print(f"atomic spacing n^(-1/3) = {spacing:.4f} nm")
print(f"layers/continuum at D = {D0:.1f} nm: {layer_ratio(D0):.4f}")
print(f"layers/continuum at D = 5.0 nm: {layer_ratio(5.0):.4f}")
print("all assertions hold")
```

Running it gives:

```
pair coefficient C = 5.0e-05 eV nm^6
number density n = 50.0 nm^-3
Hamaker constant A = 1.2337 eV = 1.9766e-19 J
radii R1, R2 = 10.0, 20.0 nm
effective radius Re = 6.6667 nm
gap D = 1.0 nm
atom-wall energy at D = -1.3090e-03 eV
half-spaces E(D) = -0.03272 eV/nm^2
  converted = -5.243 mJ/m^2
sphere-plane (R1): full energy = -1.5281 eV = -2.448e-19 J
  Derjaguin energy = -2.0562 eV
  energy ratio full/Derjaguin = 0.7432
  full force = -1.8650 eV/nm = -298.8 pN
  Derjaguin force = -2.0562 eV/nm
  force ratio full/Derjaguin = 0.9070
two spheres: full energy = -0.8995 eV = -1.441e-19 J
  Derjaguin energy = -1.3708 eV
  energy ratio full/Derjaguin = 0.6562
  full force = -1.1831 eV/nm = -189.6 pN
  Derjaguin force = -1.3708 eV/nm
  force ratio full/Derjaguin = 0.8631
bracket terms, sphere-plane (no unit):
  R/D = 10.0000, R/(D+2R) = 0.4762
  log term = -3.0445
two spheres: s_plus = 61.0, s_minus = 861.0 nm^2
  2R1R2/s_plus = 6.5574
  2R1R2/s_minus = 0.4646
  log term = -2.6472
volume integration against closed form:
  sphere-plane, D = 5.0 nm: -0.1625528 eV
    closed form: -0.1625528 eV
  two spheres, D = 10.0 nm: -0.0156177 eV
    closed form: -0.0156177 eV
sphere-plane ratios full/Derjaguin: D/R, energy, force
  1.000  0.23472  0.44444
  0.100  0.74317  0.90703
  0.010  0.95194  0.99007
  0.001  0.99290  0.99900
far ratio to point law at r = 1000 nm: 1.001502
atomic spacing n^(-1/3) = 0.2714 nm
layers/continuum at D = 1.0 nm: 0.9656
layers/continuum at D = 5.0 nm: 0.9985
all assertions hold
```
